# Why a Metal Crystal with Unlike Facets Has an Outside Field

**Question.** A metal crystal carries no net charge and stands in no external field. Its facets have different work functions. Why must there be an electric field in the empty space around it, and how large is that field?

**Answer.**

## What is being compared

Take a finite crystal in equilibrium. Its electrons share one Fermi level \(\mu\), which includes the electrostatic energy. If \(\mu\) differed between two places inside, electrons would flow until it did not. The elementary charge is \(e>0\), so an electron at electrostatic potential \(\phi\) has electrostatic energy \(-e\phi\).

The work function \(W_i\) of facet \(i\) is the energy needed to take an electron from \(\mu\) to rest just outside that facet. "Just outside" means many atomic spacings away, yet close compared with the width of the facet. Then the electron has passed the surface layer but still lies above one particular facet.

An electron outside a metal also attracts charge of the opposite sign to the surface beneath it. Above a flat metal face this image energy is \(-e^2/(16\pi\varepsilon_0 d)\) at height \(d\). It is left out of \(W_i\), and to leading order it is the same at equal heights above two facets, so it cancels from their comparison. Here \(\phi\) is the potential of the crystal without the extra electron.

## The mechanism

At a metal surface the electron density does not end where the positive ions end. Some of it usually spills outwards, leaving a negative layer outside a positive one. For two sheets of charge per area \(\pm s\), a distance \(t\) apart, the field between them is \(s/\varepsilon_0\) and the potential step is \(st/\varepsilon_0\). With the negative sheet outside, the potential falls on the way out, and the energy of an electron rises by

\[
D=\frac{e\,s\,t}{\varepsilon_0}=\frac{e\,p}{\varepsilon_0},\qquad p=st .
\]

Here \(p\) is the dipole moment per area. It depends on how the atoms are arranged at the surface, so it differs between unlike facets.

Let \(\phi_{\rm in}\) be the interior potential averaged over a crystal cell, and write \(\mu=-e\phi_{\rm in}+\mu_b\). The term \(\mu_b\) belongs to the bulk and is common to all facets. Just outside facet \(i\) the electron energy is \(-e\phi_i=-e\phi_{\rm in}+D_i\). Subtracting \(\mu\) gives

\[
W_i=-e\phi_i-\mu=D_i-\mu_b .
\]

A difference in work function is therefore a difference in dipole step.

Now suppose that the facets had their dipole layers but no other charge. Seen from an interior point, a patch \(dA\) at distance \(r\) has its positive side facing the point. If the line of sight makes an angle \(\theta\) with the normal, the patch contributes

\[
\frac{p\cos\theta\,dA}{4\pi\varepsilon_0 r^2}
=\frac{p\,d\Omega}{4\pi\varepsilon_0}
=\frac{D}{e}\,\frac{d\Omega}{4\pi},
\]

because \(\cos\theta\,dA/r^2\) is the solid angle \(d\Omega\) of the patch. Summed over the facets,

\[
\phi_{\rm dip}=\sum_i\frac{D_i}{e}\,\frac{\Omega_i}{4\pi},\qquad \sum_i\Omega_i=4\pi .
\]

If all \(D_i\) are equal, this is \(D/e\) everywhere inside. From outside, the near and far parts of the closed surface show opposite sides and their solid angles cancel, so there is no outside field. If the \(D_i\) differ, the interior potential varies from place to place, being higher near the facets with large \(D\). A metal cannot stay in that state. Electrons move towards the higher potential, that is, towards the facets with large work function. With two kinds of facet, those of low work function are left positive. With three or more kinds, a facet of intermediate work function can be negative near a neighbour of lower \(W\) and positive near one of higher \(W\). The motion ends when the interior is uniform. The crystal as a whole is still neutral, but its facets are not. The outside field is the sum of the field of these facet charges and that of the dipole layers, which no longer cancel outside when the \(D_i\) differ.

## The closed path

The potential difference follows without any detail of the surface. Carry one electron round a loop:

1. out through facet 1, at a cost \(W_1\);
2. through the vacuum to a point at the same height above facet 2, at a cost \(-e\phi_2-(-e\phi_1)=e(\phi_1-\phi_2)\);
3. in through facet 2 to the Fermi level, at a cost \(-W_2\);
4. back through the crystal at constant \(\mu\), at no cost.

The crystal ends as it began, so the costs must add to zero:

\[
W_1+e(\phi_1-\phi_2)-W_2=0
\quad\Longrightarrow\quad
\boxed{\;\phi_1-\phi_2=\frac{W_2-W_1}{e}\;}
\]

This agrees with the mechanism: \(-e\phi_i=\mu+W_i\) for each facet, and subtraction removes \(\mu\).

Since \(\mathbf E=-\nabla\phi\), the potential difference is a line integral along any outside path from facet 1 to facet 2:

\[
\int_1^2\mathbf E\cdot d\boldsymbol\ell=\phi_1-\phi_2=\frac{W_2-W_1}{e}.
\]

If \(W_1\ne W_2\), the field cannot vanish all along the path. Taken along the path as a whole, it points from the facet of low work function to the facet of high work function. Without it, an electron leaving by the low-\(W\) facet and returning by the other would deliver \(|W_2-W_1|\) on every circuit.

At zero temperature this is conservation of energy. At a finite temperature, \(\mu\) measures reversible work at fixed temperature, and heat may be exchanged with the surroundings. The loop must still add to zero, now because a cycle at one temperature cannot deliver net work.

Neutrality does not forbid the field. It fixes the total charge, and so removes the \(1/r^2\) field of a net charge far away. It says nothing about the charge on each facet.

## The potential of each facet

The loop gives differences. To find each \(\phi_i\), set \(\phi=0\) at infinity and consider a cube. The charge that makes the interior uniform is determined by linear equations, so \(\phi_{\rm in}\) is a linear function of the dipole steps:

\[
\phi_{\rm in}=\sum_{i=1}^{6}c_i\,\frac{D_i}{e}.
\]

A rotation of the cube carries any face into any other, so all \(c_i\) equal one number \(c\). If all steps equal \(D\), the dipole layers alone give a uniform interior at \(D/e\) and no further charge is needed. Hence \(6c=1\).

Taking an electron from \(\mu\) to infinity costs \(W_\infty=0-\mu\), therefore

\[
W_\infty=e\phi_{\rm in}-\mu_b=\frac16\sum_i D_i-\mu_b=\frac16\sum_i W_i .
\]

This cost does not depend on the facet by which the electron leaves, because the outside field makes up the difference. From \(-e\phi_i=\mu+W_i\) and \(\mu=-W_\infty\),

\[
\phi_i=\frac{W_\infty-W_i}{e}.
\]

For a box with unequal edges the second argument still gives \(\sum_i c_i=1\), but symmetry no longer makes all six weights equal.

## The size of the field

On a cube of edge \(L\), the potential changes by \(\Delta W/e\) over distances of order \(L\), where \(\Delta W=|W_2-W_1|\). Well away from the edges the field is thus of order \(\Delta W/(eL)\). A crystal ten times larger has the same potential differences and a tenth of this field.

Near an edge between unlike facets the two potentials come close together and the field is stronger. The vacuum around a right-angled edge fills an angle \(2\pi-\pi/2=3\pi/2\). At a distance \(r\ll L\) from the edge, and far from the corners, try a potential that depends on the angle \(\theta\) alone. Laplace's equation becomes

\[
\frac1{r^2}\frac{d^2\phi}{d\theta^2}=0 ,
\]

so \(\phi\) is linear in \(\theta\). It changes by \(\Delta W/e\) over \(3\pi/2\), which gives

\[
E=\frac1r\left|\frac{d\phi}{d\theta}\right|
=\frac1r\,\frac{\Delta W/e}{3\pi/2}
=\frac{2\,\Delta W}{3\pi e\,r}.
\]

The arc from facet to facet has length \(3\pi r/2\), so field times length is \(\Delta W/e\) at every \(r\), as the loop requires. The formula fails at atomic distances, where the facets no longer have sharp dipole layers or a sharp edge.

The charge density next to the edge is \(\varepsilon_0E\), which also varies as \(1/r\). Its integral over the facet grows as the logarithm of the smallest distance included. A statement of the charge on a facet must therefore say how wide a rim has been left out.

## A 100 nm cube

Let \(L=100\) nm. The two end facets are \(\{001\}\) planes with \(W=4.5\) eV, and the four side facets are \(\{110\}\) planes with \(W=4.9\) eV. A bcc lattice allows this shape, since \((110)\), \((1\bar10)\) and \((001)\) are mutually perpendicular. The work functions are round model values. To assign dipole steps, \(\mu_b\) is set to an arbitrary 5 eV, so that \(D=W+\mu_b\) is 9.5 and 9.9 eV. In a real metal \(\mu_b\) is not the Fermi energy, since it also contains exchange and correlation: in the jellium slab below the Fermi energy is 5.57 eV, but \(\mu_b\) is only 0.03 eV and the steps are 2.2 to 2.5 eV. The common 5 eV cancels from the outside potentials.

With the dipole layers alone, the interior potential would differ by 0.092 V between a point 10 nm beneath the centre of an end facet and one 10 nm beneath the centre of a side facet. The surface charge was then calculated numerically from two demands: a uniform interior and zero total charge. The outside potentials were not prescribed.

The formulas give

\[
W_\infty=\frac{2(4.5)+4(4.9)}6\ \text{eV}=4.767\ \text{eV},
\]
\[
\phi_{\rm end}=\frac{4.767-4.5}{1}\ \text{V}=0.267\ \text{V},\qquad
\phi_{\rm side}=4.767\ \text{V}-4.9\ \text{V}=-0.133\ \text{V}.
\]

The numerical solution gives the same three values to this accuracy. Its potential difference just above the facet centres is 0.4002 V, against the required 0.4 V. Round the loop,

\[
4.5+0.4002-4.9=0.0002\ \text{eV},
\]

and the remainder comes from dividing the surface into finite panels. The two points lie 0.01 nm above the facets, where the true difference has already fallen to 0.3999 V; finer panels approach that value.

At 5 nm above the facet centres the difference has fallen to 0.363 V. Part of the drop has already occurred between the surface and that height. This is why "just outside" must mean close compared with the facet width.

The scale of the field is

\[
\frac{\Delta W}{eL}=\frac{0.4\ \text V}{100\ \text{nm}}=0.004\ \text{V/nm}=0.04\ \text{MV/cm}.
\]

Just above the centre of an end facet the computed field is 0.050 MV/cm. At 2 nm from the middle of an edge between an end facet and a side facet, the wedge formula gives

\[
E=\frac{2(0.4\ \text V)}{3\pi(2\ \text{nm})}=0.0424\ \text{V/nm}=0.424\ \text{MV/cm},
\]

while on the line that bisects the outside angle the numerical field along the arc is 0.418 MV/cm (0.419 MV/cm with finer panels), about 1% lower. The formula does less well away from this line, because the finite cube adds a weaker field of its own: at the same distance, 0.3 rad from the facets, the field is about 0.40 MV/cm beside the side facet and 0.46 MV/cm beside the end facet. At the four edges between two side facets \(\Delta W=0\) and the \(1/r\) term is absent; there the field at 2 nm on the bisecting line is only about 0.05 MV/cm.

Leaving out a rim 1.16 nm wide, each end facet carries \(+6.9e\) and each side facet \(-3.4e\) on the panels used here; finer panels move these to about \(+7.1e\) and \(-3.5e\). These need not be whole numbers, because they are integrals of a continuous electron density over part of the crystal. The signs are those of the mechanism: the low-work-function facets have lost electrons.

## The wide slab and the periodic slab

A very wide slab with unlike faces seems to be an exception. Its two vacuum levels differ, yet the field above the middle of each face tends to zero. The loop is still satisfied. For a slab of lateral radius \(R\), a path from the middle of one face round the rim to the middle of the other has a length of at least about \(2R\). The mean component of the field along the path is then at most about \(\Delta W/(2eR)\), which tends to zero as \(R\) grows, while its line integral stays at \(\Delta W/e\). For a thin slab the field strength has this value above the middle of a face and rises towards the rim. The conclusion that a field must exist therefore belongs to a finite crystal; the infinite slab is a limit in which the return path has become infinitely long.

Surface calculations often repeat a slab periodically, with a vacuum gap \(g\) between copies. This provides a short return path. Let \(W_L\) and \(W_R\) belong to the left and right faces. The electron energy is \(\mu+W_R\) just outside the right face, and \(\mu+W_L\) just outside the left face of the next copy. A periodic potential gives both copies the same \(\mu\). If \(F\) is the slope of the electron energy across the gap,

\[
F(g-d_0)=W_L-W_R=-\Delta W_{RL},\qquad \Delta W_{RL}=W_R-W_L .
\]

The constant \(d_0\) allows for the fact that the charge induced on each face is not centred on its nominal edge. It is independent of \(g\) as long as the surfaces respond linearly to the field. Write the relation as \(g-d_0=-\Delta W_{RL}/F\) for two gaps and subtract:

\[
g_2-g_1=-\Delta W_{RL}\left(\frac1{F_2}-\frac1{F_1}\right)
\quad\Longrightarrow\quad
\Delta W_{RL}=-\frac{g_2-g_1}{1/F_2-1/F_1}.
\]

This was tested on electrons in a slab of uniform positive background (jellium), 1.27 nm thick. The background density was one elementary charge per sphere of radius 3 bohr. The left face was sharp; on the right the background fell to zero over 0.21 nm. The thickness and the gap are measured from the middle of this ramp. The electrons were treated self-consistently in the local-density approximation with exchange and without correlation, so the work functions describe this model and no particular metal.

The isolated slab gives \(W_L=2.454\) eV and \(W_R=2.135\) eV, hence \(\Delta W_{RL}=-0.318\) eV. These values and the slopes below belong to a grid spacing of 0.25 bohr. A finer grid moves \(W_R\) to 2.139 eV and \(\Delta W_{RL}\) to \(-0.315\) eV and lowers the slopes by about 1%, without spoiling the agreement shown below. The values also depend on the thickness of so thin a slab: adding or removing 0.11 nm raises the work functions by 0.09 to 0.16 eV and moves \(\Delta W_{RL}\) to about \(-0.275\) eV. The periodic slab gives \(F_1=0.1656\) eV/nm for a gap of 2.117 nm and \(F_2=0.0788\) eV/nm for 4.233 nm. With the unrounded slopes,

\[
\Delta W_{RL}=-\frac{2.117\ \text{nm}}{(12.69-6.04)\ \text{nm/eV}}=-0.318\ \text{eV}.
\]

The gap field thus carries the same work-function difference as the isolated slab. In the smaller gap it is about 1.7 MV/cm, far above the field over the facet centres of the 100 nm cube, because the return path is so short. A dipole correction adds a compensating potential step in the vacuum, so that the levels on the two sides can differ without this field. A slab with two equivalent faces has \(W_L=W_R\) and does not need it.

## How far the cube resembles a real crystal

The chosen work functions lie in the rough regime of clean bcc iron, where values of 4 to 5 eV and facet differences of some tenths of an eV are reasonable. They are not data for iron. The assumption most easily broken is that of clean facets. A layer of \(10^{15}\) molecules per cm², each with a dipole of 0.1 debye normal to the surface, shifts \(W\) by \(e\,p/\varepsilon_0=0.38\) eV. If it covers one kind of facet alone, the 0.4 eV difference can fall to about 0.02 eV or rise to about 0.78 eV, depending on the facet and the direction of the dipoles. An equal shift on all facets leaves the difference unchanged. At \(10^{-9}\) Torr and 300 K, a gas of molecular mass 28 u delivers such a layer in about 2600 s if every molecule sticks. In air, iron also oxidises, and the clean-surface values no longer apply.

The other omissions are smaller for this cube:

- The image energy at 5 nm has size 0.072 eV, but it is nearly equal above the two facet centres.
- Removing one electron leaves the cube charged, at a potential of 0.022 V. The potential grows from zero as the charge is removed, so the mean is half of this and \(W_\infty\) rises by about 0.011 eV.
- The induced charge is not an ideal sheet on the nominal surface. The free-electron screening length, about 0.06 nm for a Fermi energy of 5 eV, sets the scale of its offset. In the jellium slab above, the effective plane lies about 0.08 nm outside the sharp edge and about 0.12 nm outside the middle of the ramp, only 0.01 nm beyond the end of the ramp; the two offsets, unrounded, add up to \(d_0=0.19\) nm. At 2 nm from an edge an offset of 0.06 to 0.12 nm shifts the potential by 2.5 to 5 mV, about 1% of 0.4 V.
- The magnetic energy of an electron spin in a field of roughly 2 T, the rough scale inside iron, is 0.12 meV.

Nor does the field pull electrons out. Apart from the image energy close to the surface, the lowest electron energy outside is that just above the end facets, 4.5 eV above \(\mu\), since a potential in empty space has its extremes on the boundaries. Thermal emission at 300 K is of order \(10^{-69}\) A/cm², so the vacuum holds no charge that could screen the field. It is a static field, and it drives no current round the loop. The full set of computed values is in the numerical output below.

## Calculated quantities

```
Cube edge: 100 nm
W of 2 end facets {001}: 4.50 eV
W of 4 side facets {110}: 4.90 eV
Chosen Fermi energy: 5.00 eV
Dipole steps, end and side: 9.50, 9.90 eV
Predicted outside potential difference: 0.400 V
Computed, 0.01 nm above facet centres: 0.4002 V
Computed, 5 nm above facet centres: 0.3628 V
Potential just outside end facet: 0.2668 V
Potential just outside side facet: -0.1334 V
Sum of work round closed path: 0.0002 eV
Interior drop if charge were frozen: 0.0923 V
Largest interior deviation found: 2.0e-05 V
Work to infinity, computed: 4.7667 eV
Mean of six work functions: 4.7667 eV
Rim left out of facet charges: 1.16 nm
Charge on one end facet: 6.89 e
Charge on one side facet: -3.44 e
Charge density at end-facet centre: 2.81e-04 e/nm2
Field scale dW/(e L): 0.0400 MV/cm
Field above end-facet centre: 0.0502 MV/cm
Same field from charge density: 0.0508 MV/cm
Field 2 nm from edge, computed: 0.418 MV/cm
Field 2 nm from edge, formula: 0.424 MV/cm
Slab density parameter r_s: 3.0 bohr
Slab thickness: 1.270 nm
Width of smeared background edge: 0.212 nm
Slab W, sharp face: 2.4536 eV
Slab W, smeared face: 2.1352 eV
Slab W difference, smeared - sharp: -0.3184 eV
Periodic gap 2.117 nm: F = 0.16561 eV/nm
Periodic gap 4.233 nm: F = 0.07883 eV/nm
W difference from the two fields: -0.3184 eV
Gap offset d0: 0.194 nm
Image energy size at 5 nm: 0.0720 eV
Charging voltage per electron: 0.0218 V
Thermal energy at 300 K: 0.0259 eV
Screening length in metal: 0.0602 nm
Drop in metal 2 nm from edge: 2.52 mV
log10 of thermal emission in A/cm2: -68.6
Magnetic energy at rough 2 T: 0.116 meV
Adsorbate dipole chosen: 0.1 debye
Adsorbate density chosen: 1.0e+15 per cm2
Adsorbate shift of W: 0.377 eV
Gas pressure chosen: 1e-09 Torr, mass 28 u
Time for one layer if all stick: 2609 s
```
